# Minimum Dissipation in a Driven Channel and Noiseless Integer Pumps: test program

```python
"""
Dissipation bound for a driven quantum channel, and optimal pumps.

Result under test: with S(t) the unitary scattering matrix and
  shift = i hbar (dS/dt) S^dagger      (energy-shift matrix),
the current into reservoir j is I_j = (e/h) shift_jj, the heat flow is
P_j = (shift^2)_jj / (2h), and P_j >= (h / 2e^2) I_j^2.
Pumps that saturate the bound throughout a cycle move an integer charge
and add no noise.

Model tests use hbar = 1 and drive angular frequency = 1 (so h = 2 pi).
The sliding-potential pump uses half-gap = 1 and hbar*velocity = 1.
The worked example is in SI, printed in practical units.
"""
import numpy as np
from scipy.special import expit
from scipy.linalg import expm
from scipy.constants import h, hbar, e, k as k_B, m_e, epsilon_0

rng = np.random.default_rng(7)
N_TIME = 128
times = 2 * np.pi * np.arange(N_TIME) / N_TIME


# ---------- general periodic scattering matrices ----------
def random_hermitian(n, scale):
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return scale * (a + a.conj().T) / 2


def unitary_exp(ham):
    """exp(-i ham) for a stack of Hermitian matrices."""
    w, v = np.linalg.eigh(ham)
    return (v * np.exp(-1j * w)[:, None, :]) @ v.conj().swapaxes(1, 2)


A3, B3 = random_hermitian(3, 0.4), random_hermitian(3, 0.4)
A2, B2 = random_hermitian(2, 0.4), random_hermitian(2, 0.4)
MIX = expm(1j * random_hermitian(3, 1.0))


def generic_pump(t):
    t = np.atleast_1d(t)[:, None, None]
    phases = np.exp(-1j * t * np.array([1, 0, -1])) * np.eye(3)
    return unitary_exp(A3 * np.cos(t) + B3 * np.sin(2 * t)) @ phases @ MIX


def optimal_pump(t):
    """Row 0 changes only by a phase of winding 2; other rows are generic."""
    t = np.atleast_1d(t)
    s = np.zeros((len(t), 3, 3), complex)
    s[:, 0, 0] = np.exp(-1j * (2 * t + 0.6 * np.sin(t) + 0.3 * np.cos(2 * t)))
    tt = t[:, None, None]
    s[:, 1:, 1:] = unitary_exp(A2 * np.cos(tt) + B2 * np.sin(2 * tt))
    return s @ MIX


def energy_shift(pump, t, d=1e-3):
    ds = (8 * (pump(t + d) - pump(t - d))
          - (pump(t + 2 * d) - pump(t - 2 * d))) / (12 * d)
    return 1j * ds @ pump(t).conj().swapaxes(1, 2)


def wigner_flows(samples, j, kT, t):
    """Particle and energy flow from the outgoing Wigner occupation."""
    coef = np.fft.ifft(samples, axis=0)      # S(t) = sum_n S_n exp(-i n t)
    n = np.arange(-40, 41)
    v = coef[n % N_TIME, j, :] * np.exp(-1j * n * t)[:, None]
    pair = (v.conj() @ v.T).real
    weight = np.zeros(161)
    np.add.at(weight, n[:, None] + n[None, :] + 80, pair)
    en = np.arange(-90, 90, 0.05)
    half = np.arange(-80, 81) / 2
    occ = expit(-(en[:, None] - half[None, :]) / kT) @ weight
    extra = occ - expit(-en / kT)
    return (extra.sum() * 0.05 / (2 * np.pi),
            (en * extra).sum() * 0.05 / (2 * np.pi))


generic = generic_pump(times)
shift_g = energy_shift(generic_pump, times)
shift2_g = shift_g @ shift_g
flow_error = 0.0
for kT in (0.4, 1.1):
    for l in (5, 40, 90):
        for j in range(3):
            num, heat = wigner_flows(generic, j, kT, times[l])
            flow_error = max(flow_error,
                             abs(num - shift_g[l, j, j].real / (2 * np.pi)),
                             abs(heat - shift2_g[l, j, j].real / (4 * np.pi)))
            assert heat >= np.pi * num**2 - 1e-9
assert flow_error < 1e-7

# Ballistic wire with an electromotive force: total heat is V^2 e^2/h.
wire = np.zeros((N_TIME, 2, 2), complex)
wire[:, 0, 1], wire[:, 1, 0] = np.exp(1j * times), np.exp(-1j * times)
wire_heat = sum(wigner_flows(wire, j, 0.5, 0.3)[1] for j in (0, 1))
assert abs(wire_heat - 1 / (2 * np.pi)) < 1e-8


# ---------- counting statistics from the explicit Fermi sea ----------
def net_count(samples, j, kT=0.0, offsets=(0.5,)):
    """Mean and variance per cycle of (outgoing - incoming) number."""
    coef = np.fft.ifft(samples, axis=0)
    n_ch = samples.shape[2]
    out, inc = np.arange(-30, 30), np.arange(-60, 60)
    n = out[:, None] - inc[None, :]
    w = coef[n % N_TIME, j, :] * (np.abs(n) < N_TIME // 2)[:, :, None]
    w = w.reshape(len(out), -1)
    incoming = np.zeros((len(inc), n_ch))
    incoming[(inc >= -30) & (inc < 30), j] = 1
    op = w.conj().T @ w - np.diag(incoming.ravel())
    mean = var = 0.0
    for off in offsets:
        level = np.repeat(inc + off, n_ch)
        f = expit(-level / kT) if kT > 0 else (level < 0).astype(float)
        mean += (np.diag(op).real @ f) / len(offsets)
        var += (f @ np.abs(op)**2 @ (1 - f)) / len(offsets)
    return mean, var


def noise_integral(samples, shift, j):
    """Double time integral for the zero-temperature variance per cycle."""
    rows = samples[:, j, :]
    lack = 1 - np.abs(rows @ rows.conj().T)**2
    s2 = 4 * np.sin((times[:, None] - times[None, :]) / 2)**2
    np.fill_diagonal(s2, 1.0)
    kernel = lack / s2
    spread = (shift @ shift)[:, j, j].real - shift[:, j, j].real**2
    np.fill_diagonal(kernel, spread)
    return kernel.sum() / N_TIME**2


for j in range(3):
    mean, var = net_count(generic, j)
    assert abs(mean - shift_g[:, j, j].real.mean()) < 1e-7
    assert abs(var - noise_integral(generic, shift_g, j)) < 1e-7
generic_mean, generic_var = net_count(generic, 0)
assert generic_var > 1e-3

optimal = optimal_pump(times)
shift_o = energy_shift(optimal_pump, times)
opt_gap = np.abs((shift_o @ shift_o)[:, 0, 0] - shift_o[:, 0, 0]**2).max()
opt_mean, opt_var = net_count(optimal, 0)
assert opt_gap < 1e-8 and abs(opt_mean - 2) < 1e-8 and abs(opt_var) < 1e-8
eighths = (np.arange(8) + 0.5) / 8
static = np.repeat(optimal[:1], N_TIME, axis=0)
hot_pumped = net_count(optimal, 0, 0.5, eighths)[1]
hot_static = net_count(static, 0, 0.5, eighths)[1]
assert hot_static > 1e-2 and abs(hot_pumped - hot_static) < 1e-8


def slide_noise(refl, kT):
    """Variance per cycle, frozen sliding pump; kT in units hbar*Omega."""
    tr = 1 - refl
    return 2 * kT * tr**2 + refl * tr / np.tanh(1 / (2 * kT))


refl = 0.7
slide = np.zeros((N_TIME, 2, 2), complex)
slide[:, 0, 0] = np.sqrt(refl) * np.exp(1j * times)
slide[:, 1, 1] = -np.sqrt(refl) * np.exp(-1j * times)
slide[:, 0, 1] = slide[:, 1, 0] = np.sqrt(1 - refl)
mean, var = net_count(slide, 1)
assert abs(mean - refl) < 1e-9 and abs(var - refl * (1 - refl)) < 1e-9
assert abs(net_count(slide, 1, 0.5, eighths)[1] - slide_noise(refl, 0.5)) < 1e-6


# ---------- sliding potential: exact solution at any frequency ----------
def transmission(en, length):
    q2 = 1 - np.asarray(en, float)**2 + 1e-13 + 0j
    return (q2 / (q2 + np.sinh(np.sqrt(q2) * length)**2)).real


for en in (0.0, 0.6, 1.7):
    m = expm(1.5j * np.array([[en, -1], [1, -en]]))
    assert abs(1 / abs(m[1, 1])**2 - transmission(en, 1.5)) < 1e-9


def evolve_reflection(en, omega, length, cells=300, t_end=60.0):
    """Left mover enters from the right; return reflected amplitude with
    the expected frequency en + omega removed, over the final stretch."""
    dt = length / cells
    c, s = np.cos(dt), np.sin(dt)
    right, left = np.zeros(cells, complex), np.zeros(cells, complex)
    steps, record = int(t_end / dt), []
    for i in range(steps):
        t = i * dt
        right[1:] = right[:-1].copy()
        right[0] = 0
        left[:-1] = left[1:].copy()
        left[-1] = np.exp(-1j * en * t)
        ph = np.exp(-1j * omega * t)
        right, left = (c * right - 1j * s * ph * left,
                       c * left - 1j * s * np.conj(ph) * right)
        if i > 0.8 * steps:
            record.append(right[-1] * np.exp(1j * (en + omega) * t))
    return np.array(record)


amp = evolve_reflection(0.3, 0.8, 1.5)
assert np.ptp(np.abs(amp)) < 2e-3 and np.abs(amp - amp.mean()).max() < 2e-3
assert abs(abs(amp.mean())**2 - (1 - transmission(0.7, 1.5))) < 5e-3

nodes, gl_weights = np.polynomial.legendre.leggauss(200)


def sliding_flow(mu, kT, w, length):
    """h * particle flow and h * heat flow; w = hbar*Omega.
    Positive w: right reservoir; negative w: left reservoir."""
    if kT == 0:
        en, de, df = w * (nodes + 1) / 2, gl_weights * w / 2, 1.0
    else:
        en = np.linspace(-40 * kT - abs(w), 40 * kT + abs(w), 40001)
        de = en[1] - en[0]
        df = expit(-(en - w) / kT) - expit(-en / kT)
    flow = (1 - transmission(mu + en - w / 2, length)) * df * de
    return flow.sum(), (en * flow).sum()


# Zero temperature: the averaged bound holds at any frequency.
for _ in range(200):
    mu, w, length = rng.uniform(-2, 2), rng.uniform(0.1, 3), rng.uniform(0.2, 4)
    for sign in (1, -1):
        num, heat = sliding_flow(mu, 0, sign * w, length)
        assert heat >= num**2 / 2 - 1e-10

# The frozen formulas are the low-frequency limit.
r_mu = 1 - transmission(0.4, 1.0)
errors = []
for w in (0.02, 0.01):
    num, heat = sliding_flow(0.4, 0, w, 1.0)
    assert abs(num / (w * r_mu) - 1) < 1e-3
    errors.append(heat / (w**2 * r_mu / 2) - 1)
assert abs(errors[0]) < 1e-2 and 1.8 < errors[0] / errors[1] < 2.2

# Warm reservoirs and energy-dependent S: one reservoir can be cooled.
w, kT, mu = 0.002, 0.05, 1.2
cool_num, cool_heat = sliding_flow(mu, kT, w, 2.0)
slope = (transmission(mu - 1e-4, 2.0) - transmission(mu + 1e-4, 2.0)) / 2e-4
predicted = (np.pi**2 / 3 * kT**2 * w * slope
             + w**2 / 2 * (1 - transmission(mu, 2.0)))
assert cool_heat < 0 and abs(cool_heat / predicted - 1) < 0.1
pair_heat = cool_heat + sliding_flow(mu, kT, -w, 2.0)[1]
assert pair_heat > 0


# ---------- frozen sliding potential with the full parabolic band ----------
def frozen_scattering(delta, periods, phases, slices=80):
    """Lengths in 1/k_F, energies in E_F; channel order (left, right)."""
    step = np.pi / slices
    a, d = np.ones_like(phases), np.ones_like(phases)
    b, c = np.zeros_like(phases), np.zeros_like(phases)
    for i in range(periods * slices):
        q = np.sqrt(1 - 2 * delta * np.cos(2 * (i + 0.5) * step - phases))
        co, si = np.cos(q * step), np.sin(q * step)
        a, c = co * a + si / q * c, -q * si * a + co * c
        b, d = co * b + si / q * d, -q * si * b + co * d
    u1, u2, w1, w2 = a + 1j * b, c + 1j * d, a - 1j * b, c - 1j * d
    r_left = (u2 - 1j * u1) / (1j * w1 - w2)
    t_right = u1 + r_left * w1
    t_left = 2 / (w1 + 1j * w2)
    r_right = t_left * w1 - 1
    return np.array([[r_left, t_left], [t_right, r_right]]).transpose(2, 0, 1)


# ---------- worked example: hole channel in a germanium well ----------
meV = 1e-3 * e
mass, period, n_per = 0.06 * m_e, 100e-9, 20
half_gap, freq, temp = 0.1 * meV, 1e9, 0.020
k_F = np.pi / period
v_F = hbar * k_F / mass
E_F = (hbar * k_F)**2 / (2 * mass)
length = n_per * period
kappa_L = half_gap * length / (hbar * v_F)
w_ex, kT_ex = h * freq / half_gap, k_B * temp / half_gap
leak = float(transmission(0.0, kappa_L))
num0, heat0 = sliding_flow(0.0, 0, w_ex, kappa_L)
numT, heatT = sliding_flow(0.0, kT_ex, w_ex, kappa_L)
num_off, heat_off = sliding_flow(0.3, kT_ex, w_ex, kappa_L)
charge0, chargeT = num0 / w_ex, numT / w_ex
current = e * num0 * half_gap / h
power = heat0 * half_gap**2 / h
bound_R = h / (2 * e**2)
assert power >= bound_R * current**2
assert abs(power / (bound_R * current**2) - 1 / charge0) < 1e-9

S_full = frozen_scattering(half_gap / E_F, n_per, times)
assert np.abs(S_full @ S_full.conj().swapaxes(1, 2) - np.eye(2)).max() < 1e-8
harm = np.fft.fftfreq(N_TIME, 1 / N_TIME)[:, None, None]
dS_full = np.fft.ifft(1j * harm * np.fft.fft(S_full, axis=0), axis=0)
shift_f = 1j * dS_full @ S_full.conj().swapaxes(1, 2)
cur_f = shift_f[:, 1, 1].real
heat_f = (shift_f @ shift_f)[:, 1, 1].real
leak_f = np.abs(S_full[:, 1, 0])**2
assert abs(1 - cur_f.mean()) < 3 * leak_f.max()
assert (heat_f / cur_f**2).max() - 1 < 10 * leak_f.max()

mobility = 100.0                                   # m^2/(V s)
broadening = hbar * e / (mobility * mass)
coulomb = e**2 / (4 * np.pi * epsilon_0 * 16 * period)
gate_distance = 30e-9
screened = coulomb * (1 - 1 / np.sqrt(1 + (2 * gate_distance / period)**2))
width = 50e-9
subband = 3 * (np.pi * hbar / width)**2 / (2 * mass)
leak_heavy = float(transmission(0.0, kappa_L * 0.09 / 0.06))

print("MODEL TESTS (energy unit hbar*Omega where not stated)")
print(f"largest flow error, 3-channel pump: {flow_error:.1e}")
print(f"generic pump, mean number per cycle: {generic_mean:.4f}")
print(f"generic pump, variance per cycle, T=0: {generic_var:.4f}")
print(f"optimal pump, mean number per cycle: {opt_mean:.6f}")
print(f"optimal pump, |variance| below 1e-8: {abs(opt_var) < 1e-8}")
print(f"optimal pump, variance at kT=0.5: {hot_pumped:.6f}")
print(f"same channel undriven, kT=0.5: {hot_static:.6f}")
print(f"cooling case, h*heat, right (half-gap^2): {cool_heat:.3e}")
print(f"cooling case, bound would need at least: {cool_num**2 / 2:.3e}")
print(f"cooling case, h*heat, both reservoirs: {pair_heat:.3e}")
print("GERMANIUM HOLE CHANNEL, INPUTS (rough typical values)")
print(f"effective mass: {mass / m_e:.2f} m_e")
print(f"potential period: {period * 1e9:.0f} nm; periods: {n_per}")
print(f"half-gap: {half_gap / meV:.2f} meV")
print(f"frequency: {freq / 1e9:.1f} GHz; temperature: {temp * 1e3:.0f} mK")
print("DERIVED")
print(f"Fermi velocity: {v_F:.3e} m/s")
print(f"Fermi energy: {E_F / meV:.3f} meV")
print(f"barrier length / decay length: {kappa_L:.3f}")
print(f"h f: {h * freq / meV * 1e3:.3f} ueV")
print(f"k_B T: {k_B * temp / meV * 1e3:.3f} ueV")
print("RESULTS PER CHANNEL (right reservoir)")
print(f"h/(2e^2): {bound_R:.2f} ohm")
print(f"transmission at gap centre: {leak:.3e}")
print(f"1 - charge/e per cycle, T=0: {1 - charge0:.3e}")
print(f"1 - charge/e per cycle, 20 mK: {1 - chargeT:.3e}")
print(f"current: {current * 1e12:.3f} pA")
print(f"heat flow: {power * 1e15:.5f} fW")
print(f"lower bound on heat flow: {bound_R * current**2 * 1e15:.5f} fW")
print(f"heat / bound - 1: {power / (bound_R * current**2) - 1:.3e}")
print(f"heat per cycle: {power / freq / meV * 1e3:.4f} ueV")
print(f"heat flow, 2 spins x 2 reservoirs: {4 * power * 1e15:.4f} fW")
print(f"number variance per cycle, T=0: {leak * (1 - leak):.3e}")
noise_T = slide_noise(1 - leak, k_B * temp / (h * freq))
print(f"number variance per cycle, 20 mK: {noise_T:.3e}")
print("NEGLECTED EFFECTS")
print(f"full band: 1 - charge/e per cycle: {1 - cur_f.mean():.3e}")
print(f"full band: mean transmission: {leak_f.mean():.3e}")
print(f"full band: current min, max / (e f): {cur_f.min():.3f}, {cur_f.max():.3f}")
print(f"full band: largest heat/bound - 1: {(heat_f / cur_f**2).max() - 1:.3e}")
print(f"full band: mean heat / (h f^2/2): {heat_f.mean():.4f}")
print(f"mu 0.03 meV off centre, 20 mK: heat/bound - 1: {2 * heat_off / num_off**2 - 1:.3e}")
print(f"transmission if mass is 0.09 m_e: {leak_heavy:.3e}")
print(f"disorder width at {mobility * 1e4:.0e} cm2/Vs: {broadening / meV:.4f} meV")
print(f"next subband, {width * 1e9:.0f} nm hard-wall wire: {subband / meV:.2f} meV")
print(f"Coulomb energy at one period, bare: {coulomb / meV:.3f} meV")
print(f"same, metal gate at {gate_distance * 1e9:.0f} nm: {screened / meV:.3f} meV")
print("verified")
```

It prints:

```
MODEL TESTS (energy unit hbar*Omega where not stated)
largest flow error, 3-channel pump: 1.6e-11
generic pump, mean number per cycle: 0.7691
generic pump, variance per cycle, T=0: 0.2956
optimal pump, mean number per cycle: 2.000000
optimal pump, |variance| below 1e-8: True
optimal pump, variance at kT=0.5: 0.916030
same channel undriven, kT=0.5: 0.916030
cooling case, h*heat, right (half-gap^2): -1.204e-05
cooling case, bound would need at least: 9.034e-07
cooling case, h*heat, both reservoirs: 2.688e-06
GERMANIUM HOLE CHANNEL, INPUTS (rough typical values)
effective mass: 0.06 m_e
potential period: 100 nm; periods: 20
half-gap: 0.10 meV
frequency: 1.0 GHz; temperature: 20 mK
DERIVED
Fermi velocity: 6.062e+04 m/s
Fermi energy: 0.627 meV
barrier length / decay length: 5.013
h f: 4.136 ueV
k_B T: 1.723 ueV
RESULTS PER CHANNEL (right reservoir)
h/(2e^2): 12906.40 ohm
transmission at gap centre: 1.770e-04
1 - charge/e per cycle, T=0: 1.771e-04
1 - charge/e per cycle, 20 mK: 1.778e-04
current: 160.189 pA
heat flow: 0.33124 fW
lower bound on heat flow: 0.33119 fW
heat / bound - 1: 1.771e-04
heat per cycle: 2.0675 ueV
heat flow, 2 spins x 2 reservoirs: 1.3250 fW
number variance per cycle, T=0: 1.770e-04
number variance per cycle, 20 mK: 2.123e-04
NEGLECTED EFFECTS
full band: 1 - charge/e per cycle: 1.826e-04
full band: mean transmission: 1.826e-04
full band: current min, max / (e f): 0.803, 1.216
full band: largest heat/bound - 1: 2.156e-04
full band: mean heat / (h f^2/2): 1.0156
mu 0.03 meV off centre, 20 mK: heat/bound - 1: 2.224e-04
transmission if mass is 0.09 m_e: 1.178e-06
disorder width at 1e+06 cm2/Vs: 0.0193 meV
next subband, 50 nm hard-wall wire: 7.52 meV
Coulomb energy at one period, bare: 0.900 meV
same, metal gate at 30 nm: 0.128 meV
verified
```
